# Electron wind force and slow-ion friction in jellium, part 2

An ion in a current-carrying metal is pushed by the electrons streaming past it (the wind force). An ion moving slowly through electrons with no net motion is braked. We relate and size these forces in jellium: an electron gas of density $n$ in a uniform, rigid, neutralizing background.

Hartree atomic units are used ($\hbar=m=e=1$, electron charge $-1$) until the numerical example in part (g). The temperature is zero unless stated otherwise. The Fermi wave number $k_F$ equals the Fermi velocity $v_F$. The friction coefficient $\eta$ is defined by the force $\mathbf F=-\eta\mathbf u$ on an ion moving at small velocity $\mathbf u$ through the gas at rest.

**Part (b).** Boosting all electrons gives, for drift velocity $\mathbf v_d$,

$$\boxed{\mathbf F_{\rm wind}=\eta\,\mathbf v_d},\qquad\text{and for a moving ion}\qquad \mathbf F=\eta\,(\mathbf v_d-\mathbf u).$$

This assumes that near the ion the wire looks like a rigidly shifted gas, with a uniform background instead of a lattice. The force of the applied field on the ion's charge, the direct force, is separate.

**Part (c).** In mean field, $\eta$ is that of independent electrons and the self-consistent static screened potential $V(r)$ of an ion at rest in the undisturbed gas. Dynamic exchange-correlation friction is left out.

**Part (d).** A scattering state $\psi_k$ of unit incident density, arriving along $z$ with wave number $k$, exerts the force $F_k=\int|\psi_k|^2\,\partial_zV\,d^3r$ along its incident direction. With phase shifts $\delta_l$,

$$\boxed{F_k=k^2\sigma_{tr}(k)},\qquad\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

Here $\sigma_{tr}=\int(1-\cos\theta)|f|^2d\Omega$ is the transport cross section and $f(\theta)$ the scattering amplitude. Below, $f$, $f_0$ and $f_k$ denote occupations instead.

Part (e) now asks for the friction coefficient: sum the forces of all electrons in a gas that drifts at speed $v\ll k_F$.

**Solution.** First, why a shifted sphere? In a field $\mathbf E$ an electron feels the force $-\mathbf E$. If collisions restore the equilibrium occupation $f_0$ at rate $1/\tau$, the steady state obeys $-\mathbf E\cdot\nabla_kf=-(f-f_0)/\tau$. To first order, $f=f_0+\tau\mathbf E\cdot\nabla_kf_0$, which is $f_0(\mathbf k+\tau\mathbf E)$. This is a sphere centred at $\mathbf v_d=-\tau\mathbf E$. At zero temperature $\nabla_kf_0$ lives on the Fermi surface, so only $\tau(k_F)$ enters.

The occupied incoming states satisfy $|\mathbf k-\mathbf v|<k_F$, with two spins each. They are independent stationary states, so their densities and forces add, and no factor for blocked final states appears. Electrons in bound states of $V$, if there are any, exert no mean force, because their mean momentum is constant. By symmetry the total force lies along $\mathbf v$. With $\mu$ the cosine between $\mathbf k$ and $\mathbf v$,

$$F=2\int_{\rm occ}\frac{d^3k}{(2\pi)^3}\,\mu\,k^2\sigma_{tr}(k)=\frac1{2\pi^2}\int dk\,k^4\sigma_{tr}(k)\int_{\rm occ}\mu\,d\mu .$$

For $k<k_F-v$ all directions are filled and the integral over $\mu$ vanishes. For $k_F-v<k<k_F+v$ the condition $k^2-2kv\mu+v^2<k_F^2$ means $\mu>\mu_0$, and the inner integral is $(1-\mu_0^2)/2$:

$$F=\frac1{4\pi^2}\int_{k_F-v}^{k_F+v}k^4\sigma_{tr}(k)\,(1-\mu_0^2)\,dk,\qquad\mu_0=\frac{k^2+v^2-k_F^2}{2kv}.$$

Put $k=k_F+vs$ with $-1<s<1$. To leading order $\mu_0=s$, and $k^4\sigma_{tr}$ may be taken at $k_F$. With $\int_{-1}^1(1-s^2)ds=4/3$,

$$F=\frac{k_F^4\sigma_{tr}(k_F)}{4\pi^2}\cdot\frac43\,v=\frac{k_F^3}{3\pi^2}\,k_F\,\sigma_{tr}(k_F)\,v .$$

The first factor is the density, since a filled sphere holds $n=2\cdot\frac{4\pi}3k_F^3/(2\pi)^3=k_F^3/3\pi^2$ electrons per volume. Restoring $\hbar$,

$$\boxed{\eta=\frac{F_{\rm wind}}{v_d}=n\hbar k_F\,\sigma_{tr}(k_F)} .$$

The full density $n$ appears although the force comes from a thin shell at the Fermi surface. That shell is thin in proportion to $v$, but its electrons carry the full momentum $k_F$. In the integral over $s$, the replacement $v\to-v$, $s\to-s$ leaves $k$ unchanged and reverses $\mu_0$, so $F/v$ is an even function of $v$. For a smooth $\sigma_{tr}$ and $V$ held fixed, the first correction is therefore of relative order $(v/v_F)^2$.

### (f) Does the braking calculation in the laboratory frame agree?

There the moving ion excites electrons across the Fermi surface, and the Pauli principle blocks filled final states. Part (e) had no such blocking. Compare the two for weak scattering, at any speed $v$.

**Solution.** The potential $V(\mathbf r-\mathbf ut)$ has Fourier components $V_q\,e^{i\mathbf q\cdot(\mathbf r-\mathbf ut)}$. Each transfers momentum $\mathbf q$ and energy $\omega=\mathbf q\cdot\mathbf u$ to an electron. With $\varepsilon_k=k^2/2$, the golden rule gives the power

$$P=2\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d^3q}{(2\pi)^3}\,2\pi|V_q|^2\,\omega\,f_k(1-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-\omega).$$

Exchange initial and final states in the term with $f_kf_{k+q}$, so that $\mathbf q\to-\mathbf q$. The delta function is unchanged and $\omega$ changes sign, so this term integrates to zero. Blocking forbids individual transitions, but it drops out of the total power.

In the remaining term put $\mathbf p=\mathbf k-\mathbf u$, the momentum seen from the ion. The argument of the delta function becomes $\mathbf q\cdot\mathbf p+q^2/2=\varepsilon_{p+q}-\varepsilon_p$, so scattering is elastic in that frame. Integrating over the length of the final momentum leaves

$$\int\!\frac{d^3q}{(2\pi)^3}\,2\pi|V_q|^2\,\mathbf q\,\delta(\varepsilon_{p+q}-\varepsilon_p)=p\int d\Omega\left|\frac{V_q}{2\pi}\right|^2\mathbf q=-p^2\sigma_{tr}(p)\,\hat{\mathbf p}.$$

Here $|V_q/2\pi|$ is the Born amplitude, and the component of $\mathbf q$ along $\mathbf p$ is $-p(1-\cos\theta)$. Hence $P=-\mathbf u\cdot\sum p^2\sigma_{tr}\hat{\mathbf p}$, summed over a sphere centred at $-\mathbf u$. This is $v$ times the force of part (e), at every $v$ within the Born approximation.

A numerical comparison can keep the blocking. For $\omega>0$ at zero temperature $f_k(1-f_{k+q})$ may be replaced by $f_k-f_{k+q}$, because the reverse transition is impossible. The delta function then cuts a disc out of each sphere. The spectrum per volume is

$$S(q,\omega)=\frac{k_F^2}{4\pi^2q}\Big[(1-\nu_-^2)_+-(1-\nu_+^2)_+\Big],\qquad\nu_\pm=\frac{\omega}{qk_F}\pm\frac q{2k_F},$$

where $(\;)_+$ sets negative values to zero. For the potential of part (g) and $v=0.3\,v_F$, the integral of $2\pi|V_q|^2\omega S$ with the measure $d^3q/(2\pi)^3$ over all $\mathbf q$ with $\omega>0$, divided by $v$, gives a force of 0.013755 a.u. The ion-frame integral with the Born cross section gives 0.013755 a.u. as well. This force is 0.972 of the value that the linear law gives in the same approximation, so here even 0.3 of the Fermi velocity reduces the force by only 3 %.

### (g) How large is the wind force in an interconnect line?

Take rough, round values for a wide on-chip metal line in an accelerated electromigration test: $n=8\times10^{22}$ cm$^{-3}$, current density $j=2$ MA/cm², resistivity $\rho=4$ µΩ cm and temperature 573 K. The migrating defect has charge $Z=1$ and the model potential $V=-(Z/r)e^{-\kappa r}$. Fix $\kappa$ by requiring complete screening, then find the wind force and compare it with the force of the field on a unit charge.

**Solution.** Screening fixes a sum of phase shifts. In a large sphere of radius $L$ whose wall makes the wave vanish, the allowed wave numbers obey $kL-l\pi/2+\delta_l=N\pi$ with integer $N$. The potential therefore brings $\delta_l(k_F)/\pi$ extra states below $k_F$ for each $l$, each of its $2l+1$ orientations and each spin. Here $\delta_l$ is followed continuously from zero potential, so that the count includes bound states; the potential found below has one, a shallow $s$ state. The extra electrons must number $Z$, which is the Friedel sum rule:

$$Z=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F).$$

The density is 0.011855 a.u., so $k_F=0.7054$ a.u. The sum rule gives $\kappa=1.154$ a.u. The first phase shifts at $k_F$ are $\delta_0=1.1076$, $\delta_1=0.1134$, $\delta_2=0.0182$ and $\delta_3=0.0034$. By part (d),

$$\sigma_{tr}=\frac{4\pi}{0.7054^2}\big[\sin^2(0.9942)+2\sin^2(0.0952)+3\sin^2(0.0148)+\dots\big]=25.25\times0.7215=18.22\ \text{a.u.},$$

or 0.0510 nm². The term with $l=0$ supplies 0.703 of the 0.7215. The force integral over the electron density gives 9.06689 a.u. for a state at $k_F$, and $k_F^2\sigma_{tr}$ gives the same to these digits. The friction coefficient is

$$\eta=0.011855\times0.7054\times18.22=0.1524\ \text{a.u.}=5.74\times10^{-15}\ \text{kg/s}.$$

Summing the density forces over a sphere shifted by $0.01\,v_F$ gives 0.15237 a.u. per unit velocity, in agreement. The Born approximation would give 0.44 of the full $\eta$, so this defect is not a weak scatterer.

The drift velocity is $v_d=j/(ne)=156$ cm/s, about $10^{-6}$ of the Fermi velocity. The wind force is

$$F_{\rm wind}=5.74\times10^{-15}\ \text{kg/s}\times1.56\ \text{m/s}=8.95\times10^{-15}\ \text{N}=55.9\ \text{µeV/nm}.$$

The field is $E=\rho j=8$ V/cm, which pulls on a unit charge with 0.8 µeV/nm. The wind valence $Z_w$ expresses the wind force as the force of this field on a charge $Z_we$. It is negative because the wind opposes the field:

$$Z_w=-\frac{F_{\rm wind}}{eE}=-\frac{55.9}{0.8}=-69.9 .$$

A general formula explains its size. With $v_d=eE\tau/m$ and mean free path $\ell=v_F\tau=\hbar k_F\tau/m$,

$$Z_w=-\frac{n\hbar k_F\sigma_{tr}\,\tau}{m}=-n\,\sigma_{tr}\,\ell .$$

Its magnitude is the number of electrons in a tube of cross section $\sigma_{tr}$ and length $\ell$. Here $\ell=17.1$ nm, and $80\ \text{nm}^{-3}\times0.0510\ \text{nm}^2\times17.1\ \text{nm}$ gives 70. At fixed $n$ and $\sigma_{tr}$, a higher resistivity shortens $\ell$ and lowers $|Z_w|$. At fixed current density the wind force itself does not change, because $v_d$ is fixed by $j$ and $n$.

Over a hop of 0.25 nm the wind does work of 14.0 µeV. The thermal energy is 49.4 meV, so the ratio is $2.8\times10^{-4}$. The wind biases thermally activated hops slightly; it does not drag the ion over a barrier.

### (h) How far can these numbers be trusted?

Size the effects that were left out, and set the result beside a real line.

**Solution.** Four effects are listed first. The first three change the force by roughly 10 to 20 %, the fourth by about 1 %.

- **Screening.** Linear Thomas-Fermi screening, $\kappa^2=4k_F/\pi$, gives $\kappa=0.948$ a.u. without imposing the sum rule. At the same $k_F$ it raises $\eta$ by 20 %. The exponential form is itself a model and not the self-consistent potential of part (c): a self-consistent local-density potential for a unit point charge at this density gives $\delta_0\approx1.29$ and $\eta\approx0.187$ a.u., about 22 % above the value of part (g), whose digits therefore belong to the model potential only.
- **Band mass.** A mass of $1.3\,m_e$, with $k_F$ held fixed and $\kappa$ refitted to the sum rule, raises $\eta$ by 21 %.
- **A neighbour.** Two equal scatterers 0.25 nm apart, each with the phase shift $\delta_0$ alone, feel together 0.89 of twice the single force when the drift is along their axis. Waves scattered by one reach the other, so the forces do not simply add.
- **The direct force.** The field acting on the bare unit charge amounts to 1.4 % of the wind force and opposes it for this positive ion.

The other corrections that were sized are small. Thermal smearing of the Fermi surface at 573 K changes $\eta$ by $-7\times10^{-5}$ of its value, with the potential held fixed. An ion of 60 atomic mass units has a thermal speed of $3\times10^{-4}\,v_F$, so it is slow in the sense required. The screening length is $2.7\times10^{-3}$ of the mean free path, which supports treating the gas near the ion as freely drifting. Dynamic exchange-correlation friction has not been sized.

The current density and temperature lie in the range of accelerated tests, but a wind valence of $-70$ is far from typical. Values inferred for good interconnect metals are, roughly, between one and a few tens in magnitude. The model puts about 70 % of the screening charge into the $l=0$ wave ($2\delta_0/\pi=0.705$), which scatters strongly. The sum rule alone does not require this. Suppose the same unit charge were spread evenly over the nine orbital states with $l=0,1,2$, so that these waves share one phase shift $\delta$. Then $9\delta=\pi/2$, so $\delta=\pi/18$ for each. Differences between equal phase shifts vanish, and only the step from $l=2$ to $l=3$ is left. The bracket in $\sigma_{tr}$ falls from 0.72 to $3\sin^2(\pi/18)=0.09$, and $Z_w$ falls to about $-9$ at the same mean free path. This is an illustration and does not describe a particular metal, but it shows that the charge of a defect does not determine its wind force. The potential of part (g) is that of a bare point charge, such as a proton, whereas the core of a metal ion weakens the attraction that conduction electrons feel near the nucleus. Setting $V=0$ inside a core radius and refitting $\kappa$ to the sum rule gives $Z_w$ of roughly $-16$, $-5$ and $-3$ for radii of 1.0, 1.7 and 2.5 a.u.

Real lines also break the assumption behind part (b). The lattice is at rest in the wire and singles out a frame. The force can then depend on the velocities of ion and electrons relative to the lattice separately, and not on their difference alone. A uniform band mass keeps the boost argument intact, with momentum equal to band mass times velocity. Bragg scattering does not, and its effect has not been sized here. Atoms in a line often migrate along grain boundaries and interfaces, where the local current and the scattering differ from those in a uniform gas. For such a site the formula $n\hbar k_F\sigma_{tr}$ with model phase shifts gives only a rough scale, since the choice of phase shifts changed the force by factors of about four to twenty in the examples above; a prediction needs the scattering states of the actual structure. The numerical output below lists the values obtained with the model potential of part (g).

## Numbers as computed

```
electron density: 8.00e+22 cm^-3
current density: 2.0 MA/cm^2
resistivity: 4.0 uohm cm
temperature: 573 K
ion charge Z: 1 e
density n: 0.011855 a.u.
Fermi wave number kF: 0.70540 a.u.
Fermi energy: 6.770 eV
Fermi speed: 1.5432e+06 m/s
kappa from Friedel sum rule: 1.15376 a.u.
phase shift l=0: 1.10756 rad
phase shift l=1: 0.11338 rad
phase shift l=2: 0.01822 rad
phase shift l=3: 0.00342 rad
phase shift l=4: 0.00068 rad
Friedel sum: 1.000000
sigma_tr, phase shifts: 18.22141 a.u. = 0.05103 nm^2
sigma_tr, angular integral: 18.22141 a.u.
state force, from density: 9.066888 a.u.
state force, kF^2 sigma_tr: 9.066886 a.u.
friction coefficient eta: 0.152375 a.u. = 5.7384e-15 kg/s
shifted-sphere force / v at v=0.01 vF: 0.152370 a.u.
Born force at 0.3 vF, laboratory frame: 0.013755 a.u.
Born force at 0.3 vF, ion frame: 0.013755 a.u.
Born force at 0.3 vF / linear law: 0.9719
Born eta / full eta: 0.4389
drift velocity: 156.04 cm/s
electric field: 8.00 V/cm
wind force: 55.886 ueV/nm = 8.9540e-15 N
mean free path: 17.114 nm
wind valence Z_w: -69.86
hop length: 0.25 nm
wind work per hop: 13.972 ueV
thermal energy kT: 49.38 meV
wind work per hop / kT: 2.830e-04
neglected: bare direct force / wind force: 0.0143
Thomas-Fermi kappa: 0.94771 a.u.
eta ratio, Thomas-Fermi / Friedel kappa: 1.2042
band mass tried: 1.3 m_e
eta ratio, band mass / free mass: 1.2065
pair force / two single forces, s wave, at hop length: 0.8894
thermal smearing, relative change of eta: -6.66e-05
drift speed / Fermi speed: 1.01e-06
ion mass tried: 60 u
ion thermal speed / Fermi speed: 3.16e-04
screening length / mean free path: 2.68e-03
```
